# Magnetoresistance of a metal with open orbits: test program

```python
"""
High-field magnetoresistance of a metal with open orbits (Hartree atomic units).

Result under test: with B along z and open orbits running along k_x,
    sigma_xx ~ B^-2, sigma_yy -> constant, rho_xx ~ B^2, rho_yy -> constant.
With D = diag(1/B, 1, 1) and sigma = D S D, the matrix S tends to S0, where
    S0_xx = <w w>/tau, S0_xj = -<w v_j>, S0_jx = +<w v_j>,
    S0_jl = tau <vbar_j vbar_l>   for j, l in (y, z).
Symbols: v velocity, vbar its time average on an orbit, w = k_y minus its time
average on the orbit, tau relaxation time, <f g> the Fermi-surface integral of
f g delta(energy - E_F) d^3k / (4 pi^3).  Electron charge -1, dk/dt = -v x B.

Band: -2 tx cos(a kx) - 2 ty cos(a ky) - 2 tz cos(a ky + a kz), and a second
band of the same shape shifted upwards.  The finite-field conductivity comes
from a spectral solution of the Boltzmann equation along each orbit.
"""
import numpy as np
from scipy import constants
from scipy.integrate import solve_ivp

a = 6.0
tx, ty, tz = 0.010, 0.030, 0.004
fermi_energy, band_shift = -0.010, 0.050
tau = 4.0e5


def velocity(kx, ky, kz):
    vz = 2 * tz * a * np.sin(a * (ky + kz))
    return np.stack([2 * tx * a * np.sin(a * kx) + 0 * vz,
                     2 * ty * a * np.sin(a * ky) + vz, vz], axis=-1)


def energy(kx, ky, kz):
    return (-2 * tx * np.cos(a * kx) - 2 * ty * np.cos(a * ky)
            - 2 * tz * np.cos(a * (ky + kz)))


def kz_grid(nz):
    kz = 2 * np.pi / a * np.arange(nz)[:, None] / nz
    hop = ty + tz * np.exp(1j * a * kz)
    return kz, np.abs(hop), np.angle(hop)


def make_family(kx, ky, kz, rate, length, level):
    """Orbits with parameter s, ds/dt = B * rate, s periodic with given length."""
    assert np.max(np.abs(energy(kx, ky, kz) - level)) < 1e-12
    n = kx.shape[1]
    assert n % 2 == 1
    diff = np.arange(n)[:, None] - np.arange(n)[None, :]
    sine = np.sin(np.pi * diff / n)
    np.fill_diagonal(sine, 1.0)
    deriv = np.pi / length * (-1.0) ** np.abs(diff) / sine
    np.fill_diagonal(deriv, 0.0)
    return dict(kx=kx, ky=ky, kz=kz, v=velocity(kx, ky, kz), rate=rate,
                ds=length / n, deriv=deriv)


def open_family(level, n=101, nz=24):
    kz, hop, phase = kz_grid(nz)
    kx = np.tile(2 * np.pi / a * np.arange(n) / n, (nz, 1))
    angle = np.arccos((-level / 2 - tx * np.cos(a * kx)) / hop)
    ky = np.vstack([(-phase + angle) / a, (-phase - angle) / a])
    kx, kz = np.vstack([kx, kx]), np.vstack([kz, kz])
    rate = -velocity(kx, ky, kz)[..., 1]
    fam = make_family(kx, ky, kz, rate, 2 * np.pi / a, level)
    fam["dkz"] = 2 * np.pi / a / nz
    return fam


def closed_family(level, n=101, nz=24):
    """Electron orbits for a negative level, hole orbits for a positive one."""
    kz, hop, phase = kz_grid(nz)
    theta = 2 * np.pi * np.arange(n)[None, :] / n
    low, high = np.zeros((nz, n)), np.full((nz, n), np.pi)
    for _ in range(60):
        r = (low + high) / 2
        inside = (tx * np.cos(r * np.cos(theta))
                  + hop * np.cos(r * np.sin(theta))) > abs(level) / 2
        low, high = np.where(inside, r, low), np.where(inside, high, r)
    x, y = r * np.cos(theta), r * np.sin(theta)
    centre = 0.0 if level < 0 else np.pi
    kx, ky = (centre + x) / a, (centre - phase + y) / a
    v = velocity(kx, ky, kz)
    rate = a * (x * v[..., 0] + y * v[..., 1]) / r**2
    fam = make_family(kx, ky, kz, rate, 2 * np.pi, level)
    fam["dkz"] = 2 * np.pi / a / nz
    return fam


def weight(fam):
    return fam["dkz"] * fam["ds"] / (4 * np.pi**3 * np.abs(fam["rate"]))


def bracket(fam, f, g):
    return np.sum(weight(fam) * f * g)


def orbit_mean(fam, f):
    inv = 1 / np.abs(fam["rate"])
    mean = np.sum(f * inv, axis=1) / np.sum(inv, axis=1)
    return mean[:, None] * np.ones_like(f)


def past_integral(fam, B, source):
    """Solve (1/tau + d/dt) g = source on every orbit."""
    n = fam["rate"].shape[1]
    matrix = np.eye(n) / tau + B * fam["rate"][:, :, None] * fam["deriv"]
    return np.linalg.solve(matrix, source)


def conductivity(families, B):
    total = np.zeros((3, 3))
    for fam in families:
        g = past_integral(fam, B, fam["v"])
        total += np.einsum("mn,mni,mnj->ij", weight(fam), fam["v"], g)
    return total


def k_deviation(fam):
    return fam["ky"] - orbit_mean(fam, fam["ky"])


def limit_matrix(families):
    S0 = np.zeros((3, 3))
    for fam in families:
        w = k_deviation(fam)
        S0[0, 0] += bracket(fam, w, w) / tau
        for j in (1, 2):
            hall = bracket(fam, w, fam["v"][..., j])
            S0[0, j] -= hall
            S0[j, 0] += hall
            for l in (1, 2):
                S0[j, l] += tau * bracket(fam, orbit_mean(fam, fam["v"][..., j]),
                                          orbit_mean(fam, fam["v"][..., l]))
    return S0


def resistivity(families, B):
    return np.linalg.inv(conductivity(families, B))


def exponent(families, B, i):
    return np.log2(resistivity(families, 2 * B)[i, i]
                   / resistivity(families, B)[i, i])


open_band = open_family(fermi_energy)
closed_level = fermi_energy - band_shift
closed_band = closed_family(closed_level)
hole_band = closed_family(-closed_level)
metal = [open_band, closed_band]
S0 = limit_matrix(metal)
S0_inv = np.linalg.inv(S0)

# Grid convergence of the limiting matrix and of a finite-field tensor.
fine = [open_family(fermi_energy, 131, 32), closed_family(closed_level, 131, 32)]
size = np.sqrt(np.outer(np.diag(S0), np.diag(S0)))
assert np.max(np.abs(limit_matrix(fine) - S0) / size) < 1e-7
sig_a, sig_b = conductivity(metal, 2e-5), conductivity(fine, 2e-5)
sig_size = np.sqrt(np.outer(np.diag(sig_a), np.diag(sig_a)))
assert np.max(np.abs(sig_a - sig_b) / sig_size) < 1e-6

# Boltzmann solution against the weighted integral over a real trajectory.
B_path, row, node = 2e-5, 5, 17
kz_path = open_band["kz"][row, 0]
start = [open_band["kx"][row, node], open_band["ky"][row, node], 0, 0, 0]


def motion(s, y, decay):
    v = velocity(y[0], y[1], kz_path)
    return np.concatenate([[-B_path * tau * v[1], B_path * tau * v[0]],
                           v * np.exp(decay * s)])


path = solve_ivp(motion, (0, -30), start, method="DOP853", rtol=1e-10,
                 atol=1e-12, args=(1.0,))
assert path.success
from_path = -path.y[2:, -1]
from_solver = past_integral(open_band, B_path, open_band["v"])[row, node] / tau
assert np.max(np.abs(from_path - from_solver)) < 1e-6 * np.max(np.abs(from_path))

# One period of the open orbit: advance along k_x, real-space drift along y.
period = np.sum(open_band["ds"] / np.abs(open_band["rate"][row])) / B_path
turn = solve_ivp(motion, (0, period / tau), start, method="DOP853", rtol=1e-11,
                 atol=1e-13, args=(0.0,))
assert turn.success
advance = turn.y[:2, -1] - np.array(start[:2])
shift_x, shift_y = turn.y[2, -1] * tau, turn.y[3, -1] * tau
drift = orbit_mean(open_band, open_band["v"][..., 1])[row, 0]
assert abs(abs(advance[0]) - 2 * np.pi / a) < 1e-7 and abs(advance[1]) < 1e-7
assert abs(shift_x) < 1e-5 * abs(shift_y)
assert abs(shift_y / period - drift) < 1e-6 * abs(drift)

# Integration-by-parts identities, which hold at any field.
for B in (1e-6, 1e-5):
    xx, xj = 0.0, np.zeros(2)
    for fam in metal:
        w = k_deviation(fam)
        gw = past_integral(fam, B, w[..., None])[..., 0]
        gv = past_integral(fam, B, fam["v"])
        xx += bracket(fam, w, w - gw / tau) / (B**2 * tau)
        for j in (1, 2):
            xj[j - 1] -= bracket(fam, w, fam["v"][..., j] - gv[..., j] / tau) / B
    sig = conductivity(metal, B)
    assert abs(xx / sig[0, 0] - 1) < 1e-6
    assert np.max(np.abs(xj - sig[0, 1:])) < 1e-6 * np.max(np.abs(sig))

# High-field limit of the whole tensor, and positivity of its symmetric part.
B_high = 1e-3
scale = np.diag([B_high, 1.0, 1.0])
S_high = scale @ conductivity(metal, B_high) @ scale
limit_error = np.max(np.abs(S_high - S0) / size)
assert limit_error < 1e-4
lowest = np.min(np.linalg.eigvalsh((S0 + S0.T) / 2 / size))
assert lowest > 1e-3

# Field laws of the resistivity.
rho_high = resistivity(metal, B_high)
assert abs(rho_high[0, 0] / (B_high**2 * S0_inv[0, 0]) - 1) < 1e-3
assert abs(rho_high[1, 1] / S0_inv[1, 1] - 1) < 1e-3
assert abs(exponent(metal, 4e-4, 0) - 2) < 1e-2
assert abs(exponent(metal, 4e-4, 1)) < 1e-2

# Closed orbits: no mean v_y, and the Hall term counts the electrons.
closed_drift = np.max(np.abs(orbit_mean(closed_band, closed_band["v"][..., 1])))
assert closed_drift < 1e-8
kz, hop, phase = kz_grid(24)
ax = -np.pi + 2 * np.pi * (np.arange(20000) + 0.5)[None, :] / 20000
width = 2 * np.arccos(np.clip((-closed_level / 2 - tx * np.cos(ax)) / hop, -1, 1))
density = np.mean(width) * 2 * np.pi * (2 * np.pi) / (4 * np.pi**3 * a**3)
hall_density = bracket(closed_band, k_deviation(closed_band),
                       closed_band["v"][..., 1])
assert abs(hall_density / density - 1) < 1e-4
assert abs(-B_high * conductivity([closed_band], B_high)[0, 1] / density - 1) < 1e-3

# Controls: one closed carrier type saturates, compensated ones grow both ways.
compensated = [closed_band, hole_band]
for i in (0, 1):
    assert abs(exponent([closed_band], 4e-4, i)) < 1e-2
    assert abs(exponent(compensated, 4e-4, i) - 2) < 1e-2

# Worked example.
tesla = constants.physical_constants["atomic unit of mag. flux density"][0]
second = constants.physical_constants["atomic unit of time"][0]
bohr = constants.physical_constants["Bohr radius"][0]
micro_ohm_cm = constants.hbar * bohr / constants.e**2 * 1e8
fields = [1e-5, 2e-5, 4e-5, 8e-5]
rho0 = resistivity(metal, 0.0)
sig0 = conductivity(metal, 0.0)
print(f"lattice constant a = {a:.1f} bohr")
print(f"hoppings tx, ty, tz = {tx:.3f}, {ty:.3f}, {tz:.3f} hartree")
print(f"Fermi energy = {fermi_energy:.3f}, band shift = {band_shift:.3f} hartree")
print(f"relaxation time = {tau:.1e} a.u. = {tau * second * 1e12:.2f} ps")
print(f"sample open orbit: field = {B_path:.1e} a.u., a*kz = {a * kz_path:.4f}")
print(f"  period = {period:.4e} a.u., k_x advance = {advance[0]:.5f} 1/bohr")
print(f"  mean v_y = {drift:.5f} a.u., y shift per period = {shift_y:.4e} bohr")
print(f"  x shift per period / y shift = {abs(shift_x / shift_y):.1e}")
slowest = min(np.min(2 * np.pi / np.sum(f["ds"] / np.abs(f["rate"]), axis=1))
              for f in metal)
print(f"smallest (2 pi/period)*tau at B = 1e-5 a.u.: {slowest * 1e-5 * tau:.2f}")
print(f"closed band electron density = {density:.5e} bohr^-3")
print(f"closed band <w v_y> = {hall_density:.5e} bohr^-3")
print(f"<w w>/tau = S0_xx = {S0[0, 0]:.5e} a.u.")
print(f"<w v_y> = S0_yx = {S0[1, 0]:.5e} a.u.")
print(f"<w v_z> = S0_zx = {S0[2, 0]:.5e} a.u.")
print(f"limit of sigma_yy = S0_yy = {S0[1, 1]:.5e} a.u.")
print(f"limit of sigma_yz = S0_yz = {S0[1, 2]:.5e} a.u.")
print(f"limit of sigma_zz = S0_zz = {S0[2, 2]:.5e} a.u.")
print(f"(S0^-1)_xx = {S0_inv[0, 0]:.5e} a.u., (S0^-1)_yy = {S0_inv[1, 1]:.5e} a.u.")
print(f"zero field sigma_xx, sigma_yy = {sig0[0, 0]:.4e}, {sig0[1, 1]:.4e} a.u.")
print(f"zero field rho_xx, rho_yy = {rho0[0, 0]:.4e}, {rho0[1, 1]:.4e} a.u.")
print("B, sigma_xx, sigma_xy, sigma_yy, rho_xx, rho_yy (all a.u.)")
for B in fields:
    s, r = conductivity(metal, B), resistivity(metal, B)
    print(f"  {B:.0e} {s[0, 0]:.4e} {s[0, 1]:.4e} {s[1, 1]:.4e}"
          f" {r[0, 0]:.4e} {r[1, 1]:.4e}")
top = fields[-1]
r = resistivity(metal, top)
print(f"exponent of rho_xx, last two fields = {exponent(metal, top / 2, 0):.4f}")
print(f"exponent of rho_yy, last two fields = {exponent(metal, top / 2, 1):.4f}")
print(f"limit law B^2 (S0^-1)_xx at top field = {top**2 * S0_inv[0, 0]:.4e} a.u.")
print(f"rho_xx(top)/rho_xx(0) = {r[0, 0] / rho0[0, 0]:.3f}")
print(f"rho_yy(top)/rho_yy(0) = {r[1, 1] / rho0[1, 1]:.4f}")
unit = np.array([1.0, 1.0, 0.0]) / np.sqrt(2)
print(f"rho at 45 degrees, top field = {unit @ r @ unit:.4e} a.u.")
print(f"top field = {top * tesla:.2f} T")
print(f"rho_xx at top field = {r[0, 0] * micro_ohm_cm:.4e} microohm cm")
print(f"rho_yy at top field = {r[1, 1] * micro_ohm_cm:.4e} microohm cm")
for name, group in (("closed band alone", [closed_band]),
                    ("compensated closed bands", compensated)):
    ratio = np.diag(resistivity(group, top)) / np.diag(resistivity(group, 0.0))
    print(f"{name}: rho(top)/rho(0) xx, yy = {ratio[0]:.4f}, {ratio[1]:.4f}")
print(f"largest scaled deviation from S0 at B = 1e-3 a.u.: {limit_error:.1e}")
print(f"lowest eigenvalue, scaled symmetric part of S0: {lowest:.4f}")
print("finished without a failed check")
```

Printed output:

```
lattice constant a = 6.0 bohr
hoppings tx, ty, tz = 0.010, 0.030, 0.004 hartree
Fermi energy = -0.010, band shift = 0.050 hartree
relaxation time = 4.0e+05 a.u. = 9.68 ps
sample open orbit: field = 2.0e-05 a.u., a*kz = 1.3090
  period = 1.4564e+05 a.u., k_x advance = -1.04720 1/bohr
  mean v_y = 0.35952 a.u., y shift per period = 5.2360e+04 bohr
  x shift per period / y shift = 2.7e-13
smallest (2 pi/period)*tau at B = 1e-5 a.u.: 3.83
closed band electron density = 9.49057e-04 bohr^-3
closed band <w v_y> = 9.49057e-04 bohr^-3
<w w>/tau = S0_xx = 1.40266e-09 a.u.
<w v_y> = S0_yx = 9.83553e-04 a.u.
<w v_z> = S0_zx = 2.27103e-05 a.u.
limit of sigma_yy = S0_yy = 2.43928e+03 a.u.
limit of sigma_yz = S0_yz = 2.40141e+01 a.u.
limit of sigma_zz = S0_zz = 3.97133e+01 a.u.
(S0^-1)_xx = 5.54464e+08 a.u., (S0^-1)_yy = 3.23714e-04 a.u.
zero field sigma_xx, sigma_yy = 3.3865e+02, 3.2162e+03 a.u.
zero field rho_xx, rho_yy = 2.9529e-03, 3.1564e-04 a.u.
B, sigma_xx, sigma_xy, sigma_yy, rho_xx, rho_yy (all a.u.)
  1e-05 1.3297e+01 -9.2676e+01 2.4852e+03 5.9572e-02 3.2353e-04
  2e-05 3.4590e+00 -4.8435e+01 2.4513e+03 2.2593e-01 3.2367e-04
  4e-05 8.7365e-01 -2.4495e+01 2.4423e+03 8.9129e-01 3.2370e-04
  8e-05 2.1898e-01 -1.2283e+01 2.4400e+03 3.5527e+00 3.2371e-04
exponent of rho_xx, last two fields = 1.9950
exponent of rho_yy, last two fields = 0.0000
limit law B^2 (S0^-1)_xx at top field = 3.5486e+00 a.u.
rho_xx(top)/rho_xx(0) = 1203.135
rho_yy(top)/rho_yy(0) = 1.0256
rho at 45 degrees, top field = 1.7765e+00 a.u.
top field = 18.80 T
rho_xx at top field = 7.7236e+01 microohm cm
rho_yy at top field = 7.0374e-03 microohm cm
closed band alone: rho(top)/rho(0) xx, yy = 1.0392, 1.0020
compensated closed bands: rho(top)/rho(0) xx, yy = 1045.0637, 980.5292
largest scaled deviation from S0 at B = 1e-3 a.u.: 5.5e-06
lowest eigenvalue, scaled symmetric part of S0: 0.9228
finished without a failed check
```
